# Charge ripple of a Gaussian atom on a real-space grid, part 1

(Sections cited here and not found follow in the second part.)

## First half: the charge summed along a line of grid points

Q: An atom moves through a simulation cell without changing shape. Its charge is a fixed number. Why should the charge found on the grid depend on where the atom sits?

A: Because the grid never sees the integral of the density. It sees the density at isolated points. Let the atom sit at $\mathbf R=(X,Y,Z)$ and carry $N$ elementary charges with the density

$$\rho(\mathbf r)=N\,g(\mathbf r-\mathbf R),\qquad g(\mathbf r)=\frac{1}{(2\pi\sigma^2)^{3/2}}\,e^{-r^2/2\sigma^2}.$$

The grid is cubic, with points $\mathbf r_{\mathbf n}=h(n_1,n_2,n_3)$ for all integers $n_i$. A calculation that works on this grid gives each point the volume $h^3$ and takes the charge to be

$$N_h(\mathbf R)=h^3\sum_{\mathbf n}\rho(\mathbf r_{\mathbf n}).$$

An extreme case shows that this can vary. Let $\sigma$ be much smaller than $h$. If the atom sits on a grid point, that point samples the peak, and the sum is about $N h^3/(2\pi\sigma^2)^{3/2}$, which is far more than $N$. If the atom sits in the middle of a grid cell, every point lies far out in the tail and the sum is nearly zero. For a wider atom the same effect is weaker, and the question is how weak.

Q: Which width is $\sigma$? Gaussians are written in several ways, and a factor of two in an exponent would ruin any formula.

A: It is the standard deviation of the density along one axis. If the density is written as $e^{-\alpha r^2}$, then $\sigma^2=1/(2\alpha)$. If the Gaussian is an orbital $e^{-r^2/2s^2}$, the density is its square, $e^{-r^2/s^2}$, and $\sigma=s/\sqrt2$.

Q: You sum over an infinite grid. A simulation cell is finite.

A: Take a periodic cell whose edges are whole multiples of $h$, and include the tails of the periodic images. Summing all images over the points of one cell is the same as summing one atom over the points of all cells, so the infinite sum is the right one. A charge that is cut off at a finite radius is a different density, and it is treated in the second half.

Q: A triple sum looks unpleasant.

A: It factorises. Since $r^2=x^2+y^2+z^2$, the exponential is a product of three, and so is the prefactor. With

$$g_1(u)=\frac{1}{\sqrt{2\pi}\,\sigma}\,e^{-u^2/2\sigma^2},\qquad S(X)=h\sum_{n=-\infty}^{\infty}g_1(nh-X),$$

the summed charge is

$$\frac{N_h}{N}=S(X)\,S(Y)\,S(Z).$$

When the atom moves along $x$, only $S(X)$ changes. Everything rests on this one-dimensional function, whose ideal value is 1.

Q: What can be said about $S$ before calculating anything?

A: It is periodic. Replacing $X$ by $X+h$ turns $nh-X$ into $(n-1)h-X$, which relabels the terms of the sum. It is also smooth, because the sum and all its term-by-term derivatives converge uniformly on any bounded range of $X$. A smooth periodic function equals its Fourier series:

$$S(X)=\sum_{m=-\infty}^{\infty}c_m\,e^{2\pi i mX/h},\qquad c_m=\frac1h\int_0^h S(X)\,e^{-2\pi i mX/h}\,dX.$$

Q: That exchanges one infinite sum for another, and each coefficient still contains the first sum.

A: The first sum disappears. Insert the definition of $S$; its factor $h$ cancels the $1/h$:

$$c_m=\sum_n\int_0^h g_1(nh-X)\,e^{-2\pi i mX/h}\,dX.$$

In the term with index $n$, put $u=nh-X$. Then $X=nh-u$ and $dX=-du$. The limits $X=0$ and $X=h$ become $u=nh$ and $u=(n-1)h$, and the minus sign puts them in increasing order. The phase becomes

$$e^{-2\pi i m(nh-u)/h}=e^{-2\pi i mn}\,e^{2\pi i mu/h}=e^{2\pi i mu/h},$$

because $mn$ is an integer. Hence

$$c_m=\sum_n\int_{(n-1)h}^{nh}g_1(u)\,e^{2\pi i mu/h}\,du=\int_{-\infty}^{\infty}g_1(u)\,e^{2\pi i mu/h}\,du.$$

The intervals join without gaps or overlaps to cover the whole line. So $c_m$ is the Fourier transform of the atomic profile at the wave number $2\pi m/h$. This step did not use the Gaussian form; it holds for any smooth profile that decays fast enough.

Q: Why should those particular wave numbers matter physically?

A: A wave $e^{2\pi i mx/h}$ has the value 1 at every grid point. On the grid it cannot be told from a constant. Whatever part of the density has this wavelength is therefore counted as net charge, although its true integral is zero. When the atom moves by $X$, the phase of that part turns by $2\pi mX/h$, and the false charge oscillates.

Q: Now the Gaussian integral, without quoting a table.

A: Define

$$I(k)=\int_{-\infty}^{\infty}g_1(u)\,e^{iku}\,du .$$

First, $I(0)=1$. To see it, square the integral of $e^{-u^2/2\sigma^2}$ and use polar coordinates in the plane:

$$\left(\int_{-\infty}^{\infty}e^{-u^2/2\sigma^2}du\right)^2=2\pi\int_0^\infty r\,e^{-r^2/2\sigma^2}\,dr=2\pi\sigma^2 .$$

The square root is $\sqrt{2\pi}\,\sigma$, which the prefactor of $g_1$ cancels.

For other $k$, differentiate under the integral, which brings down a factor $iu$. The derivative of the Gaussian is $g_1'(u)=-(u/\sigma^2)g_1(u)$, so $u\,g_1=-\sigma^2g_1'$, and

$$I'(k)=i\int u\,g_1\,e^{iku}\,du=-i\sigma^2\int g_1'\,e^{iku}\,du .$$

Integrate by parts. The boundary terms vanish, and the derivative moves to the exponential with a change of sign:

$$I'(k)=+i\sigma^2\,(ik)\int g_1\,e^{iku}\,du=-\sigma^2k\,I(k).$$

With $I(0)=1$ the solution is $I(k)=e^{-\sigma^2k^2/2}$. At $k=2\pi m/h$ the exponent is

$$-\frac{\sigma^2}{2}\,\frac{4\pi^2m^2}{h^2}=-\frac{2\pi^2\sigma^2}{h^2}\,m^2 .$$

It is convenient to write

$$q=e^{-2\pi^2\sigma^2/h^2},\qquad c_m=q^{m^2}.$$

Q: And the sum?

A: Here $c_0=1$ and $c_{-m}=c_m$. The terms $m$ and $-m$ combine into a cosine:

$$S(X)=1+2\sum_{m=1}^{\infty}q^{m^2}\cos\frac{2\pi mX}{h}.$$

The average over all positions is exactly 1. The grid makes no net error in the charge; it makes one that depends on position. The first harmonic is $2q\cos(2\pi X/h)$, so the leading relative amplitude for motion along a grid axis is

$$2q=2\,e^{-2\pi^2\sigma^2/h^2}.$$

Amplitude means half the peak-to-peak swing, and relative means relative to the true charge $N$. The full swing is $4q$.

Q: A sum over equally spaced points is the trapezoidal rule. Its error is supposed to go as $h^2$. Where does an exponential come from?

A: A power of $h$ appears when the integrand, or one of its derivatives, has a jump or a mismatch at the ends. Here there is none. For $m\neq0$, integrate $c_m$ by parts $p$ times. Each step gives a factor of size $1/k=h/(2\pi |m|)$, and the boundary terms vanish, so

$$|c_m|\le\left(\frac{h}{2\pi |m|}\right)^{p}\int_{-\infty}^{\infty}\left|g_1^{(p)}(u)\right|du .$$

This holds for every $p$, so the error falls faster than any power of $h$. For the Gaussian the result is the exponential of $-1/h^2$ just found. A density with a cusp or an edge stops this argument at some finite $p$.

Q: You kept the first harmonic. How much was dropped?

A: At any position the dropped part is at most $2\sum_{m\ge2}q^{m^2}$. Write $m^2-4=(m-2)(m+2)$. For $m\ge3$ the second factor is at least 5, so $m^2\ge4+5(m-2)$, and this also holds at $m=2$. Since $q<1$, a geometric series bounds the sum:

$$\left|S(X)-1-2q\cos\frac{2\pi X}{h}\right|\le2q^4\sum_{j=0}^{\infty}q^{5j}=\frac{2q^4}{1-q^5}.$$

Q: That bounds the error of the curve. The amplitude needs the highest and lowest points, and the higher harmonics could move them.

A: The highest point cannot move. All coefficients are positive and all cosines equal 1 at $X=0$. For the lowest point, put $\theta=2\pi X/h$ and differentiate:

$$\frac{dS}{dX}=-\frac{4\pi}{h}\sum_{m=1}^{\infty}m\,q^{m^2}\sin m\theta .$$

I need the inequality $|\sin m\theta|\le m|\sin\theta|$. It is true for $m=1$, and it passes from $m$ to $m+1$ because $\sin(m+1)\theta=\sin m\theta\cos\theta+\cos m\theta\sin\theta$ has a magnitude of at most $m|\sin\theta|+|\sin\theta|$. For $0<\theta<\pi$ it gives

$$\sum_{m=1}^{\infty}m\,q^{m^2}\sin m\theta\ \ge\ q\sin\theta\left[1-\sum_{m=2}^{\infty}m^2q^{m^2-1}\right].$$

The sum in the bracket grows with $q$. At $q=\tfrac12$ it is $4/2^3+9/2^8+16/2^{15}+\dots$, which is below 0.54. So for $q\le\tfrac12$ the bracket is positive, and $S$ falls steadily from $X=0$ to $X=h/2$. Since $S(h-X)=S(X)$, it then rises again. The minimum is at $h/2$.

Q: Then the half swing follows from two values.

A: Yes. At $X=h/2$ the cosine is $(-1)^m$, so

$$A=\frac{S(0)-S(h/2)}{2}=\sum_{m=1}^{\infty}q^{m^2}\left[1-(-1)^m\right]=2\left(q+q^9+q^{25}+\dots\right).$$

The even harmonics raise both extremes equally and drop out. For odd $m=3+2j$ one has $m^2-9=2j(2j+6)\ge16j$, so

$$0\le A-2q\le\frac{2q^9}{1-q^{16}} .$$

The first correction to the amplitude is of ninth order in $q$, although the curve itself is changed at fourth order.

Q: Do direct sums agree?

A: The table compares the half swing of the directly summed $S$, scanned over one period at 201 positions, with $2q$. The last column is the largest distance of the summed curve from its first harmonic.

| $\sigma/h$ | direct half swing | $2q$ | largest remainder |
|---|---|---|---|
| 0.30 | 0.3384493 | 0.3384491 | $1.64\times10^{-3}$ |
| 0.40 | 0.08499811 | 0.08499811 | $6.52\times10^{-6}$ |
| 0.50 | 0.01438377 | 0.01438377 | $5.35\times10^{-9}$ |
| 0.70 | $1.260206\times10^{-4}$ | $1.260206\times10^{-4}$ | $3.45\times10^{-16}$ |

In the first row $q=0.1692$, so $2q^4=1.64\times10^{-3}$, which is the remainder found, and $2q^9$ is about $2\times10^{-7}$, which is the difference between the two amplitudes. In the last row $2q^4$ is about $3\times10^{-17}$. The printed remainder is larger because it is the rounding error of double-precision numbers near 1.

Q: The first row has a ripple of 34 per cent, and the formula still works. When does it fail?

A: When $\sigma$ is so small that $q$ approaches 1. The proof above covers $q\le\tfrac12$, which means $\sigma/h\ge\sqrt{\ln2/(2\pi^2)}=0.187$. For $\sigma\ll h$ the nearest grid point dominates. Then $S(0)\approx h/(\sqrt{2\pi}\,\sigma)$ and $S(h/2)\approx0$, so the half swing is about $h/(2\sqrt{2\pi}\,\sigma)$. It grows without limit as $\sigma/h\to0$, while $2q$ can never exceed 2.

Q: And in the useful range, how sensitive is the amplitude to the grid?

A: Differentiate the logarithm, $\ln(2q)=\ln2-2\pi^2\sigma^2/h^2$, at fixed $\sigma$:

$$\frac{d\ln(2q)}{d\ln h}=\frac{4\pi^2\sigma^2}{h^2}.$$

At $\sigma/h=0.5$ this is 9.9. Near that point the ripple changes like the tenth power of the spacing, and the power itself rises as the grid is refined.

## Second half: three dimensions, energies and a germanium core

Q: Restate what is being carried over.

A: A Gaussian density of standard deviation $\sigma$ carries $N$ elementary charges and sits at $(X,Y,Z)$ on a cubic grid of spacing $h$. Its summed charge is $N\,S(X)S(Y)S(Z)$, where

$$S(X)=h\sum_n g_1(nh-X)=1+2q\cos\frac{2\pi X}{h}+O(q^4),\qquad q=e^{-2\pi^2\sigma^2/h^2},$$

and $g_1$ is the normalised Gaussian in one dimension, with $u\,g_1(u)=-\sigma^2g_1'(u)$. For motion along one axis, the relative half swing of $S$ is $2q$ to leading order.

Q: In three dimensions there are two more factors. Does $2q$ survive?

A: For motion along $x$ the amplitude is multiplied by $S(Y)S(Z)$. This lies between about $1-4q$ and $1+4q$, so the leading order is unchanged. Other directions differ. To first order in $q$,

$$\frac{N_h}{N}=1+2q\left(\cos\frac{2\pi X}{h}+\cos\frac{2\pi Y}{h}+\cos\frac{2\pi Z}{h}\right).$$

Along the body diagonal through a grid point, $X=Y=Z$ and the three cosines run in phase. With the first harmonic kept in each factor, the half swing is

$$\frac{(1+2q)^3-(1-2q)^3}{2}=6q+8q^3 .$$

The terms 1 and $3(2q)^2$ cancel in the difference; $3(2q)$ and $(2q)^3$ appear twice and are then halved. So $2q$ belongs to a path along a grid axis, and the body diagonal through a grid point has three times as much. Other diagonal paths differ: a face diagonal through a grid point has $4q$, and on a body diagonal offset by $(0,h/3,2h/3)$ the three cosines add to zero, so the first-order ripple vanishes.

Q: Give me a real atom, with a width that was not chosen to please.

A: Take the germanium core in the published GTH-PADE pseudopotential. It has $N=4$, and its tabulated local radius is 0.5400 bohr. Apart from the Coulomb constant and the negative sign for electrons, the long-range part of its potential is $N\operatorname{erf}(r/\sqrt2\sigma)/r$, with $\sigma$ equal to that radius.

The summed charge of a complete Gaussian oscillates as the atom moves, with a relative amplitude of $2q$ to leading order along a grid axis and three times as much along the body diagonal through a grid point. It remains to show that the germanium core's potential is that of a Gaussian charge, and to work out the resulting errors in charge and energy, including the effects of a charge cutoff and of the core's self-energy.
